# Twist averaging the grand potential instead of the energy: free-electron gas: a numerical check

```python
# Grand-canonical twist averaging, T=0, Hartree units, simple cubic cell of side L, spin factor 2.
# Levels eps=(b^2/2)|m+t|^2, b=2pi/L, m integer vector, twist t in [-1/2,1/2]^3; eps<mu filled.
# N(t), E(t), Phi(t)=E-mu N.  x=kF L, r=x/2pi, N0=x^3/3pi^2, mu=kF^2/2, g=3N0/(2mu).
# Under test: (a) E jumps by mu per electron, Phi is continuous; (b) Phi=E_can(N0)-mu N0-R,
# R>=0, R~dN^2/(2g); (c) twist Fourier coefficients c_N=(x^3/pi^2) j1(X)/X,
# c_Phi=-(x^3/pi^2) kF^2 j2(X)/X^2, X=x|m|, variances by Parseval, X->nX for a shifted n^3 grid;
# (d) VarN->x^2 Z4/(2pi^4), VarPhi->kF^4 Z6/(2pi^4), Zp=sum'|m|^-p; (e) best coefficient
# beta*=Cov(E,N)/VarN, and E can beat Phi for another energy zero; (f) error in mu is second
# order for <Phi>+mu N0; (g) in Hartree-Fock jellium the right mu is dE/dN = kF^2/2-kF/pi.
import numpy as np
from scipy.special import spherical_jn, erfc
from scipy.integrate import quad
from scipy.constants import physical_constants
eV = physical_constants['Hartree energy in eV'][0]
pi = np.pi
rng = np.random.default_rng(12345)

def lattice(rad):
    a = np.arange(-int(rad) - 1, int(rad) + 2)
    m = np.array(np.meshgrid(a, a, a, indexing='ij')).reshape(3, -1).T.astype(float)
    return m[(m * m).sum(1) <= rad * rad]

def sq(t, m):
    return (m * m).sum(1)[None, :] + 2 * t @ m.T + (t * t).sum(1)[:, None]

def count(t, m, r2):
    # returns N and sum over occupied spin orbitals of |m+t|^2
    r2 = np.broadcast_to(r2, (len(t),))
    N = np.empty(len(t)); S = np.empty(len(t))
    step = max(1, 2000000 // len(m))
    for i in range(0, len(t), step):
        s = sq(t[i:i + step], m); o = s < r2[i:i + step, None]
        N[i:i + step] = 2 * o.sum(1); S[i:i + step] = 2 * (s * o).sum(1)
    return N, S

def check_mean(v, pred, extra=0.0):
    assert abs(v.mean() - pred) < 5 * v.std() / np.sqrt(len(v)) + extra, (v.mean(), pred)

N0 = 54; rs = 2.0
kF = (9 * pi / 4) ** (1 / 3) / rs
x = (3 * pi ** 2 * N0) ** (1 / 3); L = x / kF; r = x / (2 * pi); b = 2 * pi / L
mu = kF ** 2 / 2; g = 1.5 * N0 / mu; E0 = 0.6 * mu * N0; P0 = E0 - mu * N0
print(f"N0={N0}, rs={rs} bohr, kF={kF:.5f} 1/bohr, L={L:.4f} bohr, x={x:.4f}")
print(f"mu={mu:.5f} Ha, g={g:.2f} 1/Ha, E0={E0:.4f} Ha, Phi0={P0:.4f} Ha")

cN = lambda X: x ** 3 / pi ** 2 * spherical_jn(1, X) / X
cP = lambda X: -x ** 3 / pi ** 2 * kF ** 2 * spherical_jn(2, X) / X ** 2
pref = 2 * L ** 3 / (2 * pi) ** 3
for R in (0.7, L, 2 ** 0.5 * L):
    qn = quad(lambda k: 4 * pi * k * np.sin(k * R) / R, 0, kF)[0]
    qp = quad(lambda k: 4 * pi * k * np.sin(k * R) / R * (k * k / 2 - mu), 0, kF)[0]
    assert abs(pref * qn - cN(kF * R)) < 1e-8 and abs(pref * qp - cP(kF * R)) < 1e-8

RM = 60
a2 = np.arange(-RM, RM + 1) ** 2
mult = np.bincount((a2[:, None, None] + a2[None, :, None] + a2[None, None, :]).ravel())
mult = mult[1:RM * RM + 1].astype(float); rad = np.sqrt(np.arange(1, RM * RM + 1))
Z4 = (mult / rad ** 4).sum() + 4 * pi / RM
Z6 = (mult / rad ** 6).sum() + 4 * pi / (3 * RM ** 3)

def parseval(n):
    X = n * x * rad
    vN = (mult * cN(X) ** 2).sum() + (x ** 3 / pi ** 2) ** 2 / (2 * (n * x) ** 4) * 4 * pi / RM
    vP = (mult * cP(X) ** 2).sum(); cov = (mult * cN(X) * cP(X)).sum()
    return vN, vP, cov, vP + 2 * mu * cov + mu * mu * vN

vN, vP, cov, vE = parseval(1)
ql = np.sqrt((lattice(2 * r) ** 2).sum(1)); y = ql / (2 * r)
overlap = 1 - 1.5 * y + 0.5 * y ** 3
vN_ov = 2 * N0 * overlap.sum() - N0 ** 2
assert abs(vN / vN_ov - 1) < 1e-3
print(f"Z4={Z4:.4f}, Z6={Z6:.4f}; VarN Parseval={vN:.4f}, overlap={vN_ov:.4f}")

ms = lattice(r + 0.87)
M = 40000
t = rng.random((M, 3)) - 0.5
N, S = count(t, ms, r * r); E = b * b / 2 * S; P = E - mu * N
check_mean(N, N0); check_mean(E, E0); check_mean(P, P0)
for mv in ((1, 0, 0), (1, 1, 0)):
    c = np.cos(2 * pi * t @ np.array(mv, float)); X = x * np.linalg.norm(mv)
    check_mean((N - N0) * c, cN(X)); check_mean((P - P0) * c, cP(X))
print(f"m=(1,0,0): c_N={cN(x):.4f}, mu*c_N={mu*cN(x):.4f} Ha, c_Phi={cP(x):.5f} Ha")
check_mean((N - N0) ** 2, vN); check_mean((P - P0) ** 2, vP)
check_mean((E - E0) ** 2, vE); check_mean((N - N0) * (P - P0), cov)
print(f"{M} twists, sampled: sN={N.std():.3f}, sE={E.std():.4f} Ha, sPhi={P.std():.4f} Ha")
print(f"Parseval: sN={vN**.5:.3f}, sE={vE**.5:.4f} Ha, sPhi={vP**.5:.4f} Ha")
print(f"VarE parts (Ha^2): VarPhi={vP:.5f}, 2muCov={2*mu*cov:.5f}, mu^2VarN={mu*mu*vN:.4f}")
print(f"VarE/VarPhi={vE/vP:.1f}; envelope x^2 Z4/(4 Z6)={x*x*Z4/(4*Z6):.1f}")
eA, eB = (vE / 64) ** .5 / N0, (vP / 64) ** .5 / N0
print(f"64 random twists, error/electron: E {eA*1e3:.3f} mHa ({eA*eV*1e3:.1f} meV)")
print(f"64 random twists, error/electron: Phi {eB*1e3:.3f} mHa ({eB*eV*1e3:.1f} meV)")
print(f"twists for 1 mHa/electron: E {vE/(1e-3*N0)**2:.0f}, Phi {vP/(1e-3*N0)**2:.1f}")

# best control-variate coefficient and a shifted energy zero where E beats Phi
beta = mu + cov / vN; beta_mc = np.cov(E, N)[0, 1] / N.var(ddof=1)
assert abs(beta - beta_mc) < 5 * P.std() / N.std() / M ** .5
Esh = E - beta * N
assert Esh.std() < P.std() < E.std()
print(f"beta* Parseval={beta:.5f} Ha, sampled={beta_mc:.5f} Ha, beta*-mu={beta-mu:.5f} Ha")
print(f"energy zero shifted by -beta*: sE={Esh.std():.4f} Ha (below sPhi)")

# jump against kink along a line t=(s,ty,tz) free of degenerate crossings
ty, tz = 0.11, 0.23
steps = []
for n in (1001, 10001):
    tl = np.column_stack([np.linspace(-.5, .5, n), np.full(n, ty), np.full(n, tz)])
    Nl, Sl = count(tl, ms, r * r); El = b * b / 2 * Sl
    dN, dE = np.diff(Nl), np.diff(El)
    steps.append((abs(dE).max(), abs(dE - mu * dN).max()))
j = dN != 0
assert j.sum() > 4 and np.all(abs(dN[j]) == 2)
assert np.all(abs(dE[j] / dN[j] - mu) < 1e-2 * mu)
assert abs(steps[0][1] / steps[1][1] - 10) < 1.5 and abs(steps[1][0] / (2 * mu) - 1) < 1e-2
print(f"line t=(s,{ty},{tz}): {j.sum()} crossings, mean dE/dN={np.mean(dE[j]/dN[j]):.5f} Ha,"
      f" 2mu={2*mu:.4f} Ha")
for h, s_ in zip((1e-3, 1e-4), steps):
    print(f"  step {h:g}: max|dE|={s_[0]:.4f} Ha, max|dPhi|={s_[1]:.2e} Ha")

# Legendre form and second-order remainder R, energies in units of mu
for n0, ns in ((54, 20000), (432, 4000), (3456, 2500)):
    rr = (3 * pi ** 2 * n0) ** (1 / 3) / (2 * pi)
    e = np.sort(sq(rng.random((ns, 3)) - .5, lattice(rr + 1.75)), axis=1)[:, :n0] / rr ** 2 - 1
    occ = (e < 0).sum(1); phi = 2 * np.minimum(e, 0).sum(1); cum = 2 * np.cumsum(e, axis=1)
    assert occ.max() < e.shape[1] and n0 // 2 < e.shape[1]
    assert np.allclose(cum.min(1), phi, atol=1e-8) and np.all(cum.argmin(1) + 1 == occ)
    idx = np.arange(e.shape[1])[None, :]
    between = (idx >= np.minimum(occ, n0 // 2)[:, None]) & (idx < np.maximum(occ, n0 // 2)[:, None])
    Rr = 2 * (abs(e) * between).sum(1)
    assert np.allclose(cum[:, n0 // 2 - 1] - Rr, phi, atol=1e-8)
    quadr = ((2. * occ - n0) ** 2).mean() / (3 * n0)
    assert 0.8 < Rr.mean() / quadr < 2.0 and Rr.std() < 0.7 * phi.std()
    print(f"N0={n0}: sN={2*occ.std():.2f}, sPhi/mu={phi.std():.3f}, <R>/mu={Rr.mean():.4f},"
          f" sR/mu={Rr.std():.4f}, <dN^2>/(2g mu)={quadr:.4f}")
assert abs(Rr.mean() / quadr - 1) < 0.3   # discreteness correction of order 1/|dN|

# size laws averaged over windows of x (3% allowed for subleading and residual oscillating terms)
print(f"envelope: VarN/x^2={Z4/(2*pi**4):.5f}, VarPhi/kF^4={Z6/(2*pi**4):.5f}")
for x0 in (12.0, 36.0):
    xs = x0 + 4 * pi * rng.random(5000); r2 = (xs / (2 * pi)) ** 2
    n_, s_ = count(rng.random((5000, 3)) - .5, lattice((x0 + 4 * pi) / (2 * pi) + .87), r2)
    u = ((n_ - xs ** 3 / (3 * pi ** 2)) / xs) ** 2
    w = ((s_ / r2 - n_) / 2 + xs ** 3 / (15 * pi ** 2)) ** 2
    check_mean(u, Z4 / (2 * pi ** 4), 0.03 * u.mean())
    check_mean(w, Z6 / (2 * pi ** 4), 0.03 * w.mean())
    print(f"  x in [{x0:.0f},{x0+4*pi:.1f}]: VarN/x^2={u.mean():.5f}, VarPhi/kF^4={w.mean():.5f}")

# error in mu
mm = lattice(r * 1.02 + 0.87); dm = 0.02 * mu
print(f"dmu={dm:.5f} Ha: mu g dmu={mu*g*dm:.4f} Ha, -g dmu^2/2={-g*dm*dm/2:.5f} Ha")
for sg in (1, -1):
    m2 = mu + sg * dm
    n_, s_ = count(t, mm, r * r * m2 / mu); e_ = b * b / 2 * s_
    dA = e_.mean() - E.mean()
    dB = (e_ - m2 * n_).mean() + m2 * N0 - P.mean() - mu * N0
    assert abs(dA / (sg * mu * g * dm) - 1) < 0.05 and abs(dB / (-g * dm * dm / 2) - 1) < 0.12
    print(f"  sign {sg:+d}: shift of <E>={dA:.4f} Ha, of <Phi>+mu N0={dB:.5f} Ha")

# randomly shifted n^3 grids
for n in (2, 4, 6):
    ar = np.arange(n)
    jj = np.array(np.meshgrid(ar, ar, ar, indexing='ij')).reshape(3, -1).T
    sh = rng.random((1200, 3))
    tg = ((jj[None] + sh[:, None]) / n - .5).reshape(-1, 3)
    n_, s_ = count(tg, ms, r * r)
    nb = n_.reshape(1200, -1).mean(1); eb = b * b / 2 * s_.reshape(1200, -1).mean(1)
    pb = eb - mu * nb
    a_, p_, c_, e_ = parseval(n)
    check_mean((nb - N0) ** 2, a_); check_mean((pb - P0) ** 2, p_); check_mean((eb - E0) ** 2, e_)
    print(f"grid n={n}: rms E={e_**.5:.5f} Ha (sampled {eb.std():.5f}),"
          f" Phi={p_**.5:.6f} Ha (sampled {pb.std():.6f})")
    print(f"  envelope E={mu*x*(Z4/2)**.5/pi**2/n**2:.5f}, Phi={kF**2*(Z6/2)**.5/pi**2/n**3:.6f};"
          f" random n^3 twists E={(vE/n**3)**.5:.5f}, Phi={(vP/n**3)**.5:.5f} Ha")

# Hartree-Fock jellium; exchange quantities below are multiplied by L
def madelung(kap):
    d = np.sqrt((lattice(8) ** 2).sum(1)); d = d[d > 0]
    return ((erfc(kap * d) / d).sum() + (np.exp(-(pi * d / kap) ** 2) / (pi * d * d)).sum()
            - pi / kap ** 2 - 2 * kap / pi ** .5)
vM = madelung(1.5)
assert abs(vM - madelung(2.5)) < 1e-9
D = ((ms[:, None] - ms[None]) ** 2).sum(2)
V = np.where(D > 0, 1 / (pi * np.maximum(D, 1)), 0.0)

def exch(tt, r2):
    o = (sq(tt, ms) < r2).astype(float)
    return -((o @ V) * o).sum(1) + o.sum(1) * vM, 2 * o.sum(1)

Ex, _ = exch(t, r * r)
nz = ql > 0
Ex_mean = -N0 / 2 * (overlap[nz] / (pi * ql[nz] ** 2)).sum() + N0 * vM / 2
check_mean(Ex, Ex_mean)
mxL = -((1 - y[nz]) / (2 * pi * ql[nz] ** 2)).sum() + vM / 2
kk = rng.normal(size=(6000, 3)); kk *= r / np.linalg.norm(kk, axis=1)[:, None]
tk = kk - np.round(kk)
xp, n1 = exch(tk, r * r * (1 + 1e-9)); xm, n2 = exch(tk, r * r * (1 - 1e-9))
assert np.all(n1 - n2 == 2)
jump = (xp - xm) / 2
check_mean(jump, mxL)
bx = np.cov(Ex, N)[0, 1] / N.var(ddof=1)
assert abs(mxL / (-x / pi) - 1) < 0.08 and abs(bx / (-x / pi) - 1) < 0.2
print(f"v_M L={vM:.5f} Ha bohr; <E_x>L formula={Ex_mean:.3f}, sampled={Ex.mean():.3f} Ha bohr")
print(f"exchange slope*L (Ha bohr): bulk={-x/pi:.4f}, cell={mxL:.4f}, regression={bx:.4f}")
print(f"sampled jump*L (Ha bohr): mean={jump.mean():.4f}, spread={jump.std():.4f}")
rs0 = (9 * pi / 4) ** (1 / 3) * pi / 2
for rs_ in (1.0, 2.0, rs0):
    k_ = (9 * pi / 4) ** (1 / 3) / rs_; L_ = x / k_
    Eh = (2 * pi / L_) ** 2 / 2 * S + Ex / L_
    m0 = k_ ** 2 / 2; mh = m0 - k_ / pi
    s0, sh_, sk = Eh.std(), (Eh - mh * N).std(), (Eh - m0 * N).std()
    assert sh_ < sk
    if rs_ < 2.5:
        assert sh_ < s0
    else:
        assert sk > 2 * s0
    bh = np.cov(Eh, N)[0, 1] / N.var(ddof=1)
    print(f"HF rs={rs_:.4f} bohr: mu_kin={m0:.4f}, mu_HF={mh:.4f}, mu_L={m0+mxL/L_:.4f},"
          f" beta*={bh:.4f} Ha")
    print(f"  sE={s0:.4f}, s(E-mu_HF N)={sh_:.4f}, s(E-mu_kin N)={sk:.4f} Ha,"
          f" variance gain={(s0/sh_)**2:.2f}")
print("finished without a failed check")
```

Printed output:

```
N0=54, rs=2.0 bohr, kF=0.95958 1/bohr, L=12.1859 bohr, x=11.6933
mu=0.46040 Ha, g=175.94 1/Ha, E0=14.9168 Ha, Phi0=-9.9446 Ha
Z4=16.5323, Z6=8.4019; VarN Parseval=10.5115, overlap=10.5116
m=(1,0,0): c_N=-0.8389, mu*c_N=-0.3862 Ha, c_Phi=-0.05454 Ha
40000 twists, sampled: sN=3.245, sE=1.5345 Ha, sPhi=0.1820 Ha
Parseval: sN=3.242, sE=1.5334 Ha, sPhi=0.1822 Ha
VarE parts (Ha^2): VarPhi=0.03321, 2muCov=0.09017, mu^2VarN=2.2281
VarE/VarPhi=70.8; envelope x^2 Z4/(4 Z6)=67.3
64 random twists, error/electron: E 3.550 mHa (96.6 meV)
64 random twists, error/electron: Phi 0.422 mHa (11.5 meV)
twists for 1 mHa/electron: E 806, Phi 11.4
beta* Parseval=0.46971 Ha, sampled=0.46967 Ha, beta*-mu=0.00932 Ha
energy zero shifted by -beta*: sE=0.1794 Ha (below sPhi)
line t=(s,0.11,0.23): 20 crossings, mean dE/dN=0.46041 Ha, 2mu=0.9208 Ha
  step 0.001: max|dE|=0.9224 Ha, max|dPhi|=1.89e-03 Ha
  step 0.0001: max|dE|=0.9209 Ha, max|dPhi|=1.89e-04 Ha
N0=54: sN=3.22, sPhi/mu=0.395, <R>/mu=0.0679, sR/mu=0.1697, <dN^2>/(2g mu)=0.0639
N0=432: sN=4.79, sPhi/mu=0.575, <R>/mu=0.0185, sR/mu=0.0406, <dN^2>/(2g mu)=0.0178
N0=3456: sN=16.05, sPhi/mu=0.207, <R>/mu=0.0264, sR/mu=0.0479, <dN^2>/(2g mu)=0.0248
envelope: VarN/x^2=0.08486, VarPhi/kF^4=0.04313
  x in [12,24.6]: VarN/x^2=0.08234, VarPhi/kF^4=0.04466
  x in [36,48.6]: VarN/x^2=0.08459, VarPhi/kF^4=0.04539
dmu=0.00921 Ha: mu g dmu=0.7458 Ha, -g dmu^2/2=-0.00746 Ha
  sign +1: shift of <E>=0.7669 Ha, of <Phi>+mu N0=-0.00765 Ha
  sign -1: shift of <E>=-0.7397 Ha, of <Phi>+mu N0=-0.00742 Ha
grid n=2: rms E=0.27895 Ha (sampled 0.28271), Phi=0.032602 Ha (sampled 0.031926)
  envelope E=0.39207, Phi=0.023903; random n^3 twists E=0.54215, Phi=0.06443 Ha
grid n=4: rms E=0.11666 Ha (sampled 0.12011), Phi=0.001484 Ha (sampled 0.001490)
  envelope E=0.09802, Phi=0.002988; random n^3 twists E=0.19168, Phi=0.02278 Ha
grid n=6: rms E=0.03562 Ha (sampled 0.03529), Phi=0.001103 Ha (sampled 0.001141)
  envelope E=0.04356, Phi=0.000885; random n^3 twists E=0.10434, Phi=0.01240 Ha
v_M L=-2.83730 Ha bohr; <E_x>L formula=-160.541, sampled=-160.561 Ha bohr
exchange slope*L (Ha bohr): bulk=-3.7221, cell=-3.8412, regression=-3.8594
sampled jump*L (Ha bohr): mean=-3.8428, spread=0.1885
HF rs=1.0000 bohr: mu_kin=1.8416, mu_HF=1.2307, mu_L=1.2111, beta*=1.2452 Ha
  sE=4.1273, s(E-mu_HF N)=0.8430, s(E-mu_kin N)=2.1101 Ha, variance gain=23.97
HF rs=2.0000 bohr: mu_kin=0.4604, mu_HF=0.1550, mu_L=0.1452, beta*=0.1530 Ha
  sE=0.5524, s(E-mu_HF N)=0.2425, s(E-mu_kin N)=1.0266 Ha, variance gain=5.19
HF rs=3.0146 bohr: mu_kin=0.2026, mu_HF=0.0000, mu_L=-0.0065, beta*=-0.0034 Ha
  sE=0.1218, s(E-mu_HF N)=0.1218, s(E-mu_kin N)=0.6795 Ha, variance gain=1.00
finished without a failed check
```
